# Access-Region Resistance of a Monolayer Contact: a numerical check

```python
# Result under test: a uniform two-dimensional access region contributes
#     R_acc = L / (q n mu)       (resistance times width)
# n: sheet density, mu: low-field mobility, L: length along the current,
# q: elementary charge. Internal units are SI; printed units are labelled.
# Auxiliary band and saturation parameters are rough values typical of
# n-type transition-metal dichalcogenide monolayers, for sizing corrections.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve, solve_banded, toeplitz
from scipy.optimize import brentq
from scipy.special import expit, iti0k0

q, h, hbar = const.e, const.h, const.hbar
density = 1e13 * 1e4
mobility = 50.0 * 1e-4
length = 10e-9
temperature = 300.0
thermal_energy = const.k * temperature
mass = 0.5 * const.m_e
degeneracy = 4
saturation_velocity = 3e6 * 1e-2
to_ohm_um = 1e6

sheet_conductance = q * density * mobility
sheet_resistance = 1 / sheet_conductance
access = sheet_resistance * length


def reduced_fermi_level(mass_x, mass_y):
    states = degeneracy * np.sqrt(mass_x * mass_y) / (2*np.pi*hbar**2)
    return np.log(np.expm1(density / (states * thermal_energy)))


def boltzmann_sheet(mass_x, mass_y):
    """Density and conductance by direct summation over a k grid."""
    eta = reduced_fermi_level(mass_x, mass_y)
    grid = np.linspace(-6.5, 6.5, 801)
    scale_x = np.sqrt(2 * mass_x * thermal_energy) / hbar
    scale_y = np.sqrt(2 * mass_y * thermal_energy) / hbar
    sx, sy = np.meshgrid(grid, grid, indexing="ij")
    occupation = expit(eta - sx**2 - sy**2)
    cell = (grid[1] - grid[0])**2 * scale_x * scale_y / (4*np.pi**2)
    velocity_x = hbar * scale_x * sx / mass_x
    relaxation_time = mobility * mass_x / q
    minus_slope = occupation * (1 - occupation) / thermal_energy
    n_sum = degeneracy * np.sum(occupation) * cell
    sigma = (degeneracy * q**2 * relaxation_time
             * np.sum(velocity_x**2 * minus_slope) * cell)
    return n_sum, sigma


boltzmann_errors = []
for mx, my in [(0.5, 0.5), (0.3, 0.8)]:
    n_sum, sigma_sum = boltzmann_sheet(mx * const.m_e, my * const.m_e)
    assert abs(n_sum / density - 1) < 1e-6
    boltzmann_errors.append(abs(sigma_sum / sheet_conductance - 1))
assert max(boltzmann_errors) < 1e-6


def continuity_resistance(conductance_profile, cells=400):
    """Solve d/dx(sigma dV/dx)=0 with V=1 at left and V=0 at right."""
    step = length / cells
    bonds = conductance_profile((np.arange(cells) + 0.5) * step) / step
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = -bonds[1:-1]
    bands[1] = bonds[:-1] + bonds[1:]
    bands[2, :-1] = -bonds[1:-1]
    source = np.zeros(cells - 1)
    source[0] = bonds[0]
    potential = solve_banded((1, 1), bands, source)
    return 1 / (bonds[-1] * potential[-1])


sigma_from_band = boltzmann_sheet(mass, mass)[1]
access_numeric = continuity_resistance(
    lambda x: sigma_from_band * np.ones_like(x))
assert abs(access_numeric / access - 1) < 1e-6
assert abs(access * to_ohm_um / 125 - 1) < 0.01

n_left, n_right = 0.5 * density, 1.5 * density
profile_factor = (0.5 * (n_left + n_right) * np.log(n_right / n_left)
                  / (n_right - n_left))
access_profile = access * profile_factor
profile_numeric = continuity_resistance(
    lambda x: q * mobility * (n_left + (n_right - n_left) * x / length))
assert abs(profile_numeric / access_profile - 1) < 1e-4

# Ballistic conductance: mode average against injected half-space flux.
eta = reduced_fermi_level(mass, mass)
k_thermal = np.sqrt(2 * mass * thermal_energy) / hbar


def minus_fermi_slope(s):
    f = expit(eta - s*s)
    return f * (1 - f)


mode_average = quad(lambda s: 2*s*s*minus_fermi_slope(s), 0, 7)[0]
ballistic_conductance = (degeneracy * q**2 / h
                         * k_thermal / np.pi * mode_average)
ballistic = 1 / ballistic_conductance


def injected_current(level):
    integral = quad(lambda s: s*s*expit(level - s*s), 0, 7,
                    epsabs=1e-12, epsrel=1e-12)[0]
    return (degeneracy * q * hbar / mass * 2 * k_thermal**3
            / (4*np.pi**2) * integral)


delta = 1e-3
flux_conductance = (q * (injected_current(eta + delta)
                    - injected_current(eta - delta))
                    / (2 * delta * thermal_energy))
assert abs(flux_conductance / ballistic_conductance - 1) < 1e-5

k_fermi = np.sqrt(4 * np.pi * density / degeneracy)
mean_free_path = hbar * k_fermi * mobility / q
fermi_energy = hbar**2 * k_fermi**2 / (2 * mass)
ballistic_cold = h * np.pi / (degeneracy * q**2 * k_fermi)
assert abs(ballistic_cold / sheet_resistance
           / (np.pi * mean_free_path / 2) - 1) < 1e-10

# Slab Boltzmann equation, isotropic scattering, lengths in mean free paths.
nodes, weights = np.polynomial.legendre.leggauss(240)
angles = (nodes + 1) * np.pi / 4
angle_weights = weights * np.pi / 4
cosines = np.cos(angles)


def escape(distance):
    return np.exp(-distance[:, None] / cosines) @ angle_weights


def slab_transmission(slab_length, cells):
    step = slab_length / cells
    x = (np.arange(cells) + 0.5) * step
    cumulative = iti0k0((np.arange(cells) + 0.5) * step)[1]
    column = np.empty(cells)
    column[0] = 2 * cumulative[0]
    column[1:] = np.diff(cumulative)
    kernel = toeplitz(column) / np.pi
    occupation = solve(np.eye(cells) - kernel, escape(x) / np.pi)
    direct = np.sum(angle_weights * cosines
                    * np.exp(-slab_length / cosines))
    transmitted = direct + step * occupation @ escape(slab_length - x)
    reflected = step * occupation @ escape(x)
    assert abs(transmitted + reflected - 1) < 2e-3
    return transmitted


scaled_length = length / mean_free_path
transmission = slab_transmission(scaled_length, 300)
transmission_double = slab_transmission(2 * scaled_length, 600)
expected_slope = 2 / np.pi
slope = (1/transmission_double - 1/transmission) / scaled_length
slope_ratio = slope / expected_slope
intercept = 1/transmission - expected_slope * scaled_length
# The slope tolerance covers the finite cell size; the simple series
# formula itself is approximate near the boundaries, hence 6 percent.
assert abs(slope_ratio - 1) < 5e-3
assert abs(intercept - 1) < 0.06

# Independent energy channels test addition of thermally averaged terms.
relaxation_time = mobility * mass / q
lambda_scale = np.pi / 2 * hbar * k_thermal / mass * relaxation_time
channel_average = quad(
    lambda s: 2*s*s*minus_fermi_slope(s)
    * lambda_scale*s / (lambda_scale*s + length), 0, 7)[0]
elastic_total = 1 / (degeneracy * q**2 / h
                     * k_thermal / np.pi * channel_average)
series_total = ballistic + access
assert elastic_total >= series_total
assert elastic_total / series_total < 1.25

# Velocity saturation: root of the transport law against closed form.
saturation_results = []
for current in (10.0, 100.0):  # A/m, numerically equal to uA/um
    speed = current / (q * density)
    factor = 1 / (1 - speed / saturation_velocity)
    field = brentq(
        lambda f: q * density * mobility * f
        / (1 + mobility * f / saturation_velocity) - current,
        0, 1e9, xtol=1e-3)
    assert abs(field * length / current / (access * factor) - 1) < 1e-6
    saturation_results.append((current, speed, field, factor))

hot_temperature = 400.0
access_hot = access * hot_temperature / temperature
interference_fraction = q**2 / (np.pi * h) / sheet_conductance

print("INPUTS")
print(f"sheet density = {density/1e4:.2e} cm^-2")
print(f"mobility = {mobility*1e4:.1f} cm2/Vs")
print(f"access length = {length*1e9:.1f} nm")
print(f"temperature = {temperature:.0f} K")
print(f"rough mass = {mass/const.m_e:.2f} electron masses")
print(f"spin-valley degeneracy = {degeneracy} (number)")
print(f"rough saturation velocity = {saturation_velocity*100:.1e} cm/s")
print("MAIN RESULT")
print(f"elementary charge = {q:.6e} C")
print(f"sheet conductance = {sheet_conductance*1e6:.2f} uS")
print(f"sheet resistance = {sheet_resistance:.1f} ohm per square")
print(f"access length = {length*1e6:.3f} um")
print(f"one access region = {access*to_ohm_um:.2f} ohm um")
print(f"one access region = {access*1e3:.5f} ohm mm")
print(f"two access regions = {2*access*to_ohm_um:.2f} ohm um")
print(f"numerical access = {access_numeric*to_ohm_um:.2f} ohm um")
print(f"largest band-sum error = {max(boltzmann_errors):.1e} (ratio)")
print("DENSITY PROFILE")
print(f"left density = {n_left/1e4:.2e} cm^-2")
print(f"right density = {n_right/1e4:.2e} cm^-2")
print(f"profile factor = {profile_factor:.4f} (ratio)")
print(f"profile access = {access_profile*to_ohm_um:.2f} ohm um")
print("DIFFUSION AND BALLISTIC TERM")
print(f"Fermi wavenumber = {k_fermi*1e-9:.3f} nm^-1")
print(f"zero-temperature Fermi energy = {fermi_energy/q:.4f} eV")
print(f"thermal energy = {thermal_energy/q:.4f} eV")
print(f"mean free path, degenerate = {mean_free_path*1e9:.2f} nm")
print(f"k_F times mean free path = {k_fermi*mean_free_path:.2f} (ratio)")
print(f"ballistic term at 0 K = {ballistic_cold*to_ohm_um:.1f} ohm um")
print(f"ballistic term at 300 K = {ballistic*to_ohm_um:.1f} ohm um")
print(f"slab transmission = {transmission:.4f} (ratio)")
print(f"slab slope / diffusive slope = {slope_ratio:.4f} (ratio)")
print(f"slab intercept / ballistic = {intercept:.4f} (ratio)")
print(f"series total at 300 K = {series_total*to_ohm_um:.1f} ohm um")
print(f"energy-channel total = {elastic_total*to_ohm_um:.1f} ohm um")
print("OTHER LIMITS")
for current, speed, field, factor in saturation_results:
    print(f"current per width = {current:.0f} uA/um")
    print(f"  drift speed = {speed*100:.2e} cm/s")
    print(f"  field = {field*1e-8:.5f} MV/cm")
    print(f"  voltage drop = {field*length*1e3:.2f} mV")
    print(f"  saturation factor = {factor:.3f} (ratio)")
    print(f"  access = {access*factor*to_ohm_um:.1f} ohm um")
print(f"hot temperature = {hot_temperature:.0f} K")
print(f"access when hot = {access_hot*to_ohm_um:.1f} ohm um")
print(f"interference scale = {100*interference_fraction:.1f} percent")
print("checks complete")
```

Printed output:

```
INPUTS
sheet density = 1.00e+13 cm^-2
mobility = 50.0 cm2/Vs
access length = 10.0 nm
temperature = 300 K
rough mass = 0.50 electron masses
spin-valley degeneracy = 4 (number)
rough saturation velocity = 3.0e+06 cm/s
MAIN RESULT
elementary charge = 1.602177e-19 C
sheet conductance = 80.11 uS
sheet resistance = 12483.0 ohm per square
access length = 0.010 um
one access region = 124.83 ohm um
one access region = 0.12483 ohm mm
two access regions = 249.66 ohm um
numerical access = 124.83 ohm um
largest band-sum error = 3.9e-14 (ratio)
DENSITY PROFILE
left density = 5.00e+12 cm^-2
right density = 1.50e+13 cm^-2
profile factor = 1.0986 (ratio)
profile access = 137.14 ohm um
DIFFUSION AND BALLISTIC TERM
Fermi wavenumber = 0.560 nm^-1
zero-temperature Fermi energy = 0.0239 eV
thermal energy = 0.0259 eV
mean free path, degenerate = 1.84 nm
k_F times mean free path = 1.03 (ratio)
ballistic term at 0 K = 36.2 ohm um
ballistic term at 300 K = 50.7 ohm um
slab transmission = 0.2226 (ratio)
slab slope / diffusive slope = 1.0000 (ratio)
slab intercept / ballistic = 1.0418 (ratio)
series total at 300 K = 175.5 ohm um
energy-channel total = 180.1 ohm um
OTHER LIMITS
current per width = 10 uA/um
  drift speed = 6.24e+04 cm/s
  field = 0.00127 MV/cm
  voltage drop = 1.27 mV
  saturation factor = 1.021 (ratio)
  access = 127.5 ohm um
current per width = 100 uA/um
  drift speed = 6.24e+05 cm/s
  field = 0.01576 MV/cm
  voltage drop = 15.76 mV
  saturation factor = 1.263 (ratio)
  access = 157.6 ohm um
hot temperature = 400 K
access when hot = 166.4 ohm um
interference scale = 15.4 percent
checks complete
```
